Determinant counts, orbital rotations and size consistency in restricted active spaces

**1. Definitions and conventions**

Take n real orthonormal spatial orbitals and divide them into three subspaces, RAS1, RAS2 and RAS3, with n1, n2 and n3 members. There are Nα electrons of spin up and Nβ of spin down. For a determinant Φ let

a = number of holes in RAS1 = 2n1 − (electrons in RAS1),
b = number of electrons in RAS3.

The restricted active space V(h,p) is the span of all determinants with a ≤ h and b ≤ p. It is assumed not to be empty. The determinants with given a and b span the sector (a,b). In sector (0,0) RAS1 is full, RAS3 is empty, and the electrons in RAS2 are distributed in all possible ways.

Orbitals are numbered so that those of RAS1 come first and those of RAS3 last. With c†_rσ and c_rσ creating and annihilating an electron of spin σ in orbital r, the excitation operators are

Ê_rs = Σ_σ c†_rσ c_sσ.

An orbital rotation is generated by a real antisymmetric matrix κ through

κ̂ = Σ_{r>s} κ_rs (Ê_rs − Ê_sr).

Since Ê_rs† = Ê_sr, κ̂† = −κ̂, and exp(θκ̂) is orthogonal. For r > s and orbitals in different subspaces, Ê_rs is called an upward move and Ê_sr a downward move. All coefficients are real, and energies are in hartree.

A rotation is called redundant for the space if exp(θκ̂)V = V for every real θ. It then changes nothing that a full optimization of the CI coefficients could not change by itself. This is equivalent to κ̂V ⊂ V. If κ̂V ⊂ V, every term of the exponential series maps V into V, and so does the inverse exp(−θκ̂); hence V is mapped onto itself. Conversely, differentiating exp(θκ̂)Ψ ∈ V at θ = 0 gives κ̂Ψ ∈ V.

The block of rotations between subspaces X and Y, with X the lower one, is called binding if V contains a determinant from which an electron can be moved from X to Y, spin unchanged, with a result outside V.

**2. Theorem**

(i) The dimension of V(h,p) is Σ_{a≤h} Σ_{b≤p} D_ab, with

D_ab = Σ C(n1,aα) C(n1,aβ) C(n3,bα) C(n3,bβ) × C(n2, Nα−n1+aα−bα) C(n2, Nβ−n1+aβ−bβ).

The sum runs over nonnegative integers with aα+aβ = a and bα+bβ = b. A binomial coefficient C(n,k) is zero unless 0 ≤ k ≤ n.

(ii) A rotation κ is redundant for the space if and only if κ_rs = 0 for every pair in a binding block. Rotations within a subspace are therefore redundant, and a rotation between two orbitals of different subspaces is nonredundant exactly when their block is binding.

(iii) Let two fragments A and B not interact, H = H_A + H_B. Let each subspace of the pair be the union of the corresponding fragment subspaces, fix Nα and Nβ on each fragment, and let the lowest states Ψ_A and Ψ_B in the fragment spaces V_A(h,p) and V_B(h,p), with energies E_A and E_B, be nondegenerate. Denote by ā and b̄ the largest a and the largest b that occur with nonzero weight in a fragment state. Let the same limits h and p be imposed on the pair as a whole, and assume that they leave at least one determinant. (This can fail even when both fragment spaces are nonempty: for n1 = 1, Nα = 1, Nβ = 0 on each fragment and h = 1, each fragment has at least one hole and the pair would need two.) The lowest energy E_AB of the pair then satisfies

E_AB ≥ E_A + E_B,

with equality if and only if ā_A + ā_B ≤ h and b̄_A + b̄_B ≤ p.

A method is size consistent here if E_AB = E_A + E_B. Part (iii) shows that a global limit destroys this property when the two fragments together need more holes or particles than the limit grants, and not otherwise.

**3. Proof of (i)**

Fix aσ holes in RAS1 and bσ electrons in RAS3 for each spin σ. The holes can be placed in C(n1,aσ) ways and the RAS3 electrons in C(n3,bσ) ways. RAS1 holds n1 − aσ electrons of this spin, so RAS2 must hold

Nσ − (n1 − aσ) − bσ = Nσ − n1 + aσ − bσ,

which can be arranged in C(n2, Nσ−n1+aσ−bσ) ways. The choices for the two spins are independent once aσ and bσ are fixed, so the numbers multiply. Summing over all ways of dividing a and b between the spins gives D_ab. ∎

Without limits the sum over aα, bα separates from that over aβ, bβ. Because C(n1,aσ) = C(n1,n1−aσ), each factor is the coefficient of x^Nσ in (1+x)^n1 (1+x)^n2 (1+x)^n3 = (1+x)^n, which is C(n,Nσ). The dimension is then C(n,Nα) C(n,Nβ), as for a complete active space.

As an example take n1 = 1, n2 = 2, n3 = 1 and Nα = Nβ = 2.

Sector (0,0): one electron of each spin in RAS2, 2 × 2 = 4.
Sector (1,0): the spin with the hole has two electrons in RAS2, the other one; 1 × 2 = 2, times two spins = 4.
Sector (0,1): the spin with the RAS3 electron has none in RAS2, the other one; again 4.
Sector (1,1): if hole and RAS3 electron have equal spin, RAS2 has one electron of each spin, 2 × 2 × 2 = 8. If the spins differ, RAS2 has two electrons of one spin and none of the other, 2 × 1 = 2. Together 10.

For h = p = 1 there are 4 + 4 + 4 + 10 = 22 determinants, against C(4,2)² = 36 without limits.

The limits matter more in larger spaces. For 20 orbitals divided 7/6/7 with ten electrons of each spin, h = p = 0 leaves C(6,3)² = 400 determinants, h = p = 2 gives 3,014,152, and removing the limits gives 34,134,779,536.

**4. Proof of (ii)**

A move within a subspace changes neither a nor b, so it maps V into V. Downward moves from RAS2 to RAS1, from RAS3 to RAS2 and from RAS3 to RAS1 change (a,b) by (−1,0), (0,−1) and (−1,−1). They never violate an upper limit. The corresponding upward moves change (a,b) by (+1,0), (0,+1) and (+1,+1), and only these can lead out of V.

If a block is not binding, its upward moves keep V inside V by definition, and its downward moves do so in any case. Every rotation in the block is then redundant. Hence if κ vanishes on all binding blocks, each term of κ̂ maps V into V, and κ is redundant.

For the converse let κ̂V ⊂ V and let the block X–Y be binding. Some determinant in V allows a move from X to Y that leaves V. Membership in V depends on the numbers of electrons in the subspaces alone, so permuting orbitals within X and within Y preserves it. For every s in X and r in Y there is therefore a determinant Φ in V and a spin σ such that

Φ′ = c†_rσ c_sσ Φ

is nonzero and lies outside V. The determinant Φ′ differs from Φ by the removal of one spin orbital, sσ, and the addition of another, rσ. These can be read off from Φ and Φ′, so no other term of κ̂ produces Φ′ from Φ. Its coefficient in κ̂Φ, up to the sign of the ordering, is κ_rs. Since κ̂Φ lies in V and Φ′ does not, κ_rs = 0. This holds for every pair in the block. ∎

The word "binding" cannot be dropped. If h ≥ 2n1 and p ≥ 2n3, the limits exclude nothing and all rotations are redundant. Too few electrons, or too little room in a subspace, can also make a block nonbinding. Among the 379 small spaces examined in the numerical check, 236 have at least one redundant rotation between different subspaces, and in every case the number of nonredundant rotations agrees with (ii).

**5. Redundancy at a particular state**

An orbital optimizer works at one state Ψ, where a weaker kind of redundancy can occur. Let P project onto V and let Q = 1 − P. To first order the rotation changes Ψ by θκ̂Ψ. If Qκ̂Ψ = 0, a change of the CI coefficients produces the same first-order change, and the rotation is redundant to first order at Ψ. The number of independent nonredundant directions at Ψ is the rank of the linear map κ → Qκ̂Ψ.

If this rank equals the number r of pairs in binding blocks at one state, it does so at almost every state of V. Some r × r minor of the matrix of the map is nonzero at that state. The minor is a polynomial in the CI coefficients, and a polynomial that is not identically zero vanishes on a set of measure zero only. The condition need not hold at any state, because the rank cannot exceed the number of excluded determinants. For n1 = 2, n2 = 0, n3 = 2, Nα = 3, Nβ = 2, h = 4 and p = 3 only the two determinants with b = 4 are excluded, so the rank is at most 2, while r = 4. States of definite spin or spatial symmetry can also lie in the exceptional set, so the rank at such a state has to be examined separately.

*Lemma 1.* Let Ψ be a normalized, nondegenerate ground state of PHP within V, with energy E. If the orbitals are rotated by exp(θκ̂) and the CI coefficients are reoptimized, the slope of the energy at θ = 0 is

dE/dθ = 2⟨Ψ|HQκ̂|Ψ⟩.

*Proof.* The energy is the lowest eigenvalue in V of exp(−θκ̂) H exp(θκ̂). Its first-order change is the expectation value of the first-order change of the operator, because Ψ is a nondegenerate eigenvector:

dE/dθ = ⟨Ψ|(Hκ̂ − κ̂H)|Ψ⟩.

With κ̂† = −κ̂ the second term is −⟨Ψ|κ̂HΨ⟩ = ⟨κ̂Ψ|HΨ⟩, which for real states equals ⟨Ψ|Hκ̂Ψ⟩. Thus dE/dθ = 2⟨Ψ|Hκ̂|Ψ⟩. Insert P + Q = 1 in front of κ̂. The part with P is

⟨Ψ|HPκ̂Ψ⟩ = ⟨PHΨ|κ̂Ψ⟩ = E⟨Ψ|κ̂Ψ⟩ = 0,

where the last step holds because the expectation value of a real antisymmetric operator in a real state is zero. The part with Q remains. ∎

The slope thus comes entirely from the component of κ̂Ψ outside V. A vanishing slope does not imply redundancy, since Qκ̂Ψ may be nonzero and have no matrix element of H with Ψ.

*A state where the two notions differ.* Let h = p = 1, and let Φ0 be a closed-shell determinant with RAS1 full and RAS3 empty. Every single excitation of Φ0 has a ≤ 1 and b ≤ 1, so κ̂Φ0 lies in V for every κ. All rotations are first-order redundant at Φ0, including those that are nonredundant for the space.

*Linear H4.* The example is a chain of four hydrogen atoms with spacing 2 bohr in the STO-3G basis. The four restricted Hartree–Fock (RHF) orbitals, in order of energy, are divided 1/2/1, and h = p = 1. At the RHF determinant the rank is 0. At the RAS ground state it is 5, the number of pairs that connect different subspaces. Each rotation is taken with κ_rs = 1 for its pair r > s. Reversing the arbitrary sign of one of the two orbitals replaces θ by −θ, so the sign of a nonzero slope, and the change at 0.1 rad for such a pair, refer to the orbital signs of this calculation. Starting from the RHF orbitals, the six rotations give:

1–2: slope 0, change at 0.1 rad +6.4 × 10⁻⁴ hartree
1–3: slope −2.86 × 10⁻³ hartree/rad, change −1.1 × 10⁻³ hartree
1–4: slope 0, change −2.86 × 10⁻³ hartree
2–4: slope −2.6 × 10⁻⁴ hartree/rad, change −9.1 × 10⁻⁴ hartree
3–4: slope 0, change +7.6 × 10⁻⁴ hartree
2–3, within RAS2: slope 0, no change beyond rounding

Parity accounts for the zero slopes between different subspaces: orbitals 1 and 3 are even and 2 and 4 odd under reflection through the middle of the chain. Reflection then reverses the sign of κ for an even–odd pair but leaves H and V unchanged, so the energy is an even function of θ. These rotations still change the energy at finite angle. The drop for 1–4 shows that the RHF orbitals, although stationary in this direction, do not minimize the RAS energy along it.

**6. Proof of (iii)**

Order the orbitals with those of A first. Each determinant of the pair is then a product Φ_A ⊗ Φ_B. H_A and H_B contain equal numbers of creation and annihilation operators, so moving them past the electrons of the other fragment gives no sign, and they act as H_A ⊗ 1 and 1 ⊗ H_B.

Let W be the space of the pair under the global limits. It is spanned by the products with

a_A + a_B ≤ h and b_A + b_B ≤ p.

All four numbers are nonnegative, so each fragment by itself obeys the limits, and W ⊂ V_A ⊗ V_B. Within V_A ⊗ V_B the expectation value of H_A is at least E_A and that of H_B at least E_B. Therefore E_AB ≥ E_A + E_B.

Suppose equality holds, and let X be a normalized minimizing state in W. It attains the lowest value of H in V_A ⊗ V_B. The eigenvalues of the projected H there are sums of fragment eigenvalues, and the lowest sum is nondegenerate because both fragment ground states are. Hence X = Ψ_A ⊗ Ψ_B up to a sign, and this product lies in W. Conversely, if the product lies in W, then E_AB ≤ E_A + E_B, and equality follows.

It remains to decide when the product lies in W. Split each fragment state into its sector components:

Ψ_A ⊗ Ψ_B = Σ Ψ_A^(a,b) ⊗ Ψ_B^(a′,b′).

The terms are mutually orthogonal, and the norm of each is the product of two norms, so none with nonzero factors can cancel. The largest total number of holes present is ā_A + ā_B, and the largest total number of RAS3 electrons is b̄_A + b̄_B. The product lies in W exactly when these do not exceed h and p. ∎

In physical terms, the fragments must be able to fluctuate independently. If A uses the whole allowance, a global limit forces B to remain in sector (0,0) in the same determinant. For two identical fragments whose ground state reaches a = h ≥ 1, the pair needs 2h > h holes, and the inequality is strict.

*Orbital optimization.* The inequality holds for every choice of orbitals that satisfies the assumptions. Optimizing the orbitals while each remains assigned to one fragment cannot bring the pair below the sum of the separately optimized fragment energies. Orbitals that mix the fragments across different subspaces are outside the theorem.

*Other limits.* If h and p are imposed on each fragment separately, the space is V_A ⊗ V_B and the energy is E_A + E_B. If the global limits are doubled to 2h and 2p, the space contains V_A ⊗ V_B, so the energy is at most E_A + E_B. It can be lower, because one fragment may then exceed its former limit while the other stays below it. It is not lower when h = p = 0 or when the fragment limits exclude nothing.

*Two H4 chains.* The pair is treated with an eight-orbital Hamiltonian without interaction between the chains. All distributions of the electrons over the two chains are included; determinants with a net charge on a chain carry no weight in the ground states to within the numerical tolerance.

For h = p = 1 the chain has weight 0.020 at a = 1 and 0.019 at b = 1, so the limits are reached and the theorem requires a positive error:

E_AB − 2E_A = −4.264348 − 2(−2.132805) = 0.00126 hartree = 0.034 eV.

For h = p = 2 a single chain is not restricted at all, since RAS1 and RAS3 have one orbital each. Its energy, −2.151007 hartree, is the full CI value in this basis. The pair is nevertheless restricted:

E_AB − 2E_A = −4.300141 − 2(−2.151007) = 0.00187 hartree = 0.051 eV.

The method is exact in this basis for one chain and not for two. The example also shows that raising the limits need not reduce the size-consistency error. Both errors refer to the unoptimized RHF orbitals and to this minimal basis. In the 6-31G basis, with the eight RHF orbitals divided 1/2/5, they are 0.00120 hartree for h = p = 1 and 0.00257 hartree for h = p = 2; there the limit p = 2 also restricts the single chain.

The remaining cases agree with the theorem. For h = p = 0 the error vanishes. Limits of 1 on each chain separately give −4.265610 hartree, twice the single-chain energy. If all orbitals of chain B are placed in RAS2, then ā_B = b̄_B = 0, and the global limits h = p = 1 give −4.283812 hartree, which is the sum of −2.132805 for A and −2.151007 for B. Doubled limits, h = p = 2 for the pair against h = p = 1 for each chain, lie 0.0345 hartree below additivity.

**7. Many fragments**

Let N identical noninteracting fragments share the limits h and p, with lowest energy E_N, under the assumptions of (iii) on orbitals and electron numbers. Within V(h,p) of one fragment let P₀ project onto sector (0,0), assumed nonempty, and Pₓ onto all other sectors. Let E0 be the lowest eigenvalue of P₀HP₀ in its sector, v the largest singular value of P₀HPₓ, and w ≥ 0 the amount by which the lowest eigenvalue of PₓHPₓ lies below E0, with w = 0 if it does not. Put m = h + p.

*Lemma 2.* The energy gained beyond sector (0,0) obeys

N E0 − E_N ≤ 2v√(Nm) + wm.

*Proof.* Let X be the normalized minimizing state and x_k = ‖Pₓ(k)X‖, where k labels the fragment. Splitting X into its P₀(k) and Pₓ(k) parts gives

⟨X|H_k|X⟩ ≥ E0(1 − x_k²) − 2v x_k + (E0 − w)x_k² = E0 − 2v x_k − w x_k².

The cross term was bounded with ‖P₀(k)X‖ ≤ 1. The sum Σ_k x_k² is the mean number of fragments outside sector (0,0). Each of these uses at least one hole or one RAS3 electron, so Σ_k x_k² ≤ m. The Cauchy–Schwarz inequality then gives Σ_k x_k ≤ √(N Σ_k x_k²) ≤ √(Nm). Summing over k proves the claim. ∎

A size-consistent gain would be Nε with ε = E0 − E_1. If ε > 0, the global limit loses an energy that eventually grows in proportion to N, and the gain per fragment tends to zero.

The energy per fragment also never decreases with N. Each H_j occurs in N − 1 of the sums that omit one fragment k, so

E_N = (1/(N−1)) Σ_k ⟨X|Σ_{j≠k} H_j|X⟩.

Expand X in the determinants of fragment k. The accompanying states of the other N − 1 fragments obey the same limits, and their squared norms add up to 1. Each of the N expectation values is therefore at least E_{N−1}, and E_N/N ≥ E_{N−1}/(N−1).

For H4 with h = p = 1 the gain per chain falls from 0.0317 hartree at N = 1 to 0.0295 at N = 5. The total error at N = 5 is 0.0113 hartree, or 7% of the additive gain 5 × 0.0317. Here v = 0.360 hartree, w = 0 and m = 2. The bound per chain at N = 5 is 0.456 hartree, far above the actual gain. By itself it proves a loss only for N > m(2v/ε)² ≈ 1030, whereas (iii) already proves one for N = 2.

The order √N cannot be improved in general. Let each fragment have two degenerate levels at energy zero, in sectors (0,0) and (1,0), coupled by g > 0, and let h = 1, p = 0. The state |0⟩ with no fragment excited couples with strength g to each of the N states |k⟩ with one fragment excited, and these do not couple to each other. The normalized sum N^(−1/2) Σ_k |k⟩ has matrix element N × g/√N = g√N with |0⟩. The other combinations decouple, so E_N = −g√N. The gain is g√N, half the bound 2g√N, while the additive value is gN. For g = 0.1 hartree and N = 36 these are 0.6 and 3.6 hartree.

Computed results

```
small RAS spaces tested (count and invariance): 379
  of these, with some redundant inter-subspace rotation: 236
20 orbitals split 7/6/7, 10 up and 10 down electrons:
  determinants for h = p = 0: 400
  determinants for h = p = 1: 70050
  determinants for h = p = 2: 3014152
  determinants for h = p = 3: 52963632
  determinants for h = p = 4: 472025254
  determinants without limits: 34134779536
H4 chain, STO-3G, spacing 2.0 bohr; RAS sizes 1/2/1
  determinants in sectors (a,b) = (0,0),(1,0),(0,1),(1,1): 4 4 4 10
  determinants for h = p = 1: 22 ; without limits: 36
  RHF energy -2.07524283 hartree; full CI -2.15100714 hartree
  rotations for h = p = 1 (orbital pair: slope in hartree/rad,
  energy change in hartree at 0.1 rad):
    1-2 between: -0.000000, 6.396e-04
    1-3 between: -0.002860, -1.095e-03
    2-3 within RAS2: 0.000000, 2.220e-15
    1-4 between: 0.000000, -2.860e-03
    2-4 between: -0.000263, -9.102e-04
    3-4 between: -0.000000, 7.556e-04
  nonredundant directions at the RAS ground state: 5 ; at the RHF determinant: 0
  smallest nonzero singular value at the ground state: 0.00219
two noninteracting H4 chains, global limits (energies in hartree):
  h=p=0: 36 determinants, one chain -2.10107996, pair -4.20215992
    pair minus twice one chain: 0.00e+00 hartree = 0.00e+00 eV
    chain weight at a=0: 1.000e+00; at b=0: 1.000e+00
  h=p=1: 644 determinants, one chain -2.13280519, pair -4.26434777
    pair minus twice one chain: 1.26e-03 hartree = 3.44e-02 eV
    chain weight at a=1: 1.973e-02; at b=1: 1.939e-02
  h=p=2: 2694 determinants, one chain -2.15100714, pair -4.30014134
    pair minus twice one chain: 1.87e-03 hartree = 5.10e-02 eV
    chain weight at a=2: 8.980e-03; at b=2: 6.346e-03
  limits 1,1 on each chain: pair -4.26561039 hartree
  chain B wholly in RAS2, h=p=1: pair -4.28381234 hartree
  pair with h=p=2 minus twice one chain with h=p=1: -0.034531 hartree
N copies, h=p=1: coupling norm v = 0.360372, w = 0.000000 hartree, m = 2
  N=1: gain/N 0.031725, bound/N 1.019285, error -0.000000 hartree
  N=2: gain/N 0.031094, bound/N 0.720744, error 0.001263 hartree
  N=3: gain/N 0.030510, bound/N 0.588485, error 0.003644 hartree
  N=4: gain/N 0.029968, bound/N 0.509643, error 0.007027 hartree
  N=5: gain/N 0.029463, bound/N 0.455838, error 0.011313 hartree
degenerate two-level fragments, coupling g = 0.1 hartree, h=1, p=0:
  N=4: gain 0.2000, additive value 0.4000 hartree
  N=16: gain 0.4000, additive value 1.6000 hartree
  N=36: gain 0.6000, additive value 3.6000 hartree
```
